# Restricted Kinetic Balance: The Matrix Dirac Equation and Its Nonrelativistic Limit: verification in Python

```python
"""Restricted kinetic balance (RKB) for the Dirac equation, Hartree atomic units.

Result under test: with small functions (sigma.p/2c) g the Dirac problem is
  [[V, T], [T, W/(4c^2)-T]] (A,B) = E diag(S, T/(2c^2)) (A,B),
and for c -> infinity its upper branch obeys (V+T) A = E S A, with B -> A.
S: overlap, T: kinetic energy, V: potential, W: <sigma.p g|V|sigma.p g>.
E excludes the rest energy. kappa is the Dirac angular quantum number.
Radial large functions are P = r^(l+1) exp(-a r^2), in a point-charge field.
"""
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma
from pyscf import gto

Z = 50
c0 = 1.0 / fine_structure
N = 15
exponents = 0.01 * Z**2 * 2.5 ** np.arange(N)
log_r, step = np.linspace(np.log(1e-12), np.log(3.0), 1500, retstep=True)
r = np.exp(log_r)
weight = r * step


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def moment(power, p):
    """Integral of r^power exp(-p r^2) over r from zero to infinity."""
    return gamma((power + 1) / 2) / (2 * p ** ((power + 1) / 2))


def closed_blocks(kappa, a):
    """Closed-form S, V, T, W for normalized Gaussian large functions."""
    l = orbital_l(kappa)
    p = a[:, None] + a[None, :]
    ab = np.outer(a, a)
    S = moment(2 * l + 2, p)
    V = -Z * moment(2 * l + 1, p)
    T = (2 * l + 3) * ab / p * S
    W = 4 * ab * moment(2 * l + 3, p)
    if kappa > 0:
        m = 2 * l + 1
        W += m**2 * moment(2 * l - 1, p) - 2 * m * p * moment(2 * l + 1, p)
    W *= -Z
    d = 1 / np.sqrt(np.diag(S))
    return [X * np.outer(d, d) for X in (S, V, T, W)]


def rkb_pencil(S, V, T, W, c):
    zero = np.zeros_like(S)
    H = np.block([[V, T], [T, W / (4 * c**2) - T]])
    M = np.block([[S, zero], [zero, T / (2 * c**2)]])
    return H, M


def radial_derivative(poly, a, k):
    """(d/dr + k/r) acting on sum_q poly[q] r^q exp(-a r^2)."""
    out = {}
    for q, value in poly.items():
        out[q - 1] = out.get(q - 1, 0.0) + (q + k) * value
        out[q + 1] = out.get(q + 1, 0.0) - 2 * a * value
    return out


def on_grid(poly, a):
    return sum(v * r**q for q, v in poly.items()) * np.exp(-a * r**2)


def definition_pencil(kappa, a_list, c, balanced=True):
    """Matrix elements of the Dirac operator applied to the actual functions."""
    l = orbital_l(kappa)
    l_small = orbital_l(-kappa)
    n = len(a_list)
    f = np.zeros((2, 2 * n, r.size))
    hf = np.zeros_like(f)
    for i, a in enumerate(a_list):
        large = {l + 1: 1.0}
        P = on_grid(large, a)
        norm = 1 / np.sqrt(np.sum(weight * P**2))
        large = {l + 1: norm}
        if balanced:
            small = radial_derivative(large, a, kappa)
            small = {q: v / (2 * c) for q, v in small.items()}
        else:
            small = {l_small + 1: 1.0}
        P, Q = on_grid(large, a), on_grid(small, a)
        f[0, i], f[1, n + i] = P, Q
        hf[0, i] = -Z / r * P
        hf[1, i] = c * on_grid(radial_derivative(large, a, kappa), a)
        hf[0, n + i] = -c * on_grid(radial_derivative(small, a, -kappa), a)
        hf[1, n + i] = (-Z / r - 2 * c**2) * Q
    H = sum((f[k] * weight) @ hf[k].T for k in range(2))
    M = sum((f[k] * weight) @ f[k].T for k in range(2))
    return H, M


def scaled_error(X, Y):
    d = np.sqrt(np.abs(np.diag(Y)))
    return np.max(np.abs(X - Y) / np.outer(d, d))


def exact_dirac(n, kappa, c):
    g = np.sqrt(kappa**2 - (Z / c) ** 2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (n - abs(kappa) + g)) ** 2) - 1)


print(f"Nuclear charge Z = {Z}; functions per kappa = {N}")
print(f"Speed of light c = {c0:.6f} a.u.; 2c^2 = {2*c0**2:.3f} hartree")
print(f"Exponents: {exponents[0]:.1f} to {exponents[-1]:.4e} bohr^-2, ratio 2.5")

# Blocks and energies, from the operator definition and from closed forms.
states = {-1: ("1s1/2", 1), 1: ("2p1/2", 2), -2: ("2p3/2", 2)}
upper, block_errors, store = {}, [], {}
for kappa, (name, n_level) in states.items():
    S, V, T, W = closed_blocks(kappa, exponents)
    H, M = rkb_pencil(S, V, T, W, c0)
    H_def, M_def = definition_pencil(kappa, exponents, c0)
    L, s = slice(0, N), slice(N, 2 * N)
    for rows in (L, s):
        for cols in (L, s):
            block_errors.append(scaled_error(H_def[rows, cols], H[rows, cols]))
        block_errors.append(scaled_error(M_def[rows, rows], M[rows, rows]))
    energies = eigh(H, M, eigvals_only=True)
    assert energies[N - 1] <= -2 * c0**2 < energies[N]
    upper[kappa] = energies[N:]
    e_nr, vec = eigh(V + T, S)
    E0, A0 = e_nr[0], vec[:, 0]
    first = (A0 @ W @ A0 - 2 * E0 * (A0 @ T @ A0)) / (4 * c0**2)
    first_exact = -Z**4 / (2 * n_level**3 * c0**2)
    first_exact *= 1 / abs(kappa) - 3 / (4 * n_level)
    E_exact = exact_dirac(n_level, kappa, c0)
    E_nr_exact = -Z**2 / (2 * n_level**2)
    assert abs(E0 / E_nr_exact - 1) < 1e-4
    assert abs(first / first_exact - 1) < 1e-2
    assert abs(energies[N] / E_exact - 1) < (1e-3 if kappa > 0 else 1e-4)
    store[kappa] = (S, V, T, W, E0, first)
    print(f"{name} (kappa={kappa}), energies in hartree:")
    print(f"  nonrel. matrix {E0:.5f}, exact {E_nr_exact:.5f}")
    print(f"  1/c^2 term: matrix {first:.5f}, exact {first_exact:.5f}")
    print(f"  RKB Dirac {energies[N]:.5f}, exact Dirac {E_exact:.5f}")
assert max(block_errors) < 1e-10
print(f"Largest scaled block error vs quadrature: {max(block_errors):.1e}")
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"RKB 1s1/2 energy: {upper[-1][0]*hartree_eV/1000:.4f} keV")
print(f"RKB 2p3/2-2p1/2 splitting: {upper[-2][0]-upper[1][0]:.5f} hartree")

# The same matrix equation from three-dimensional two-component integrals.
shells = [[l, [float(a), 1.0]] for l in (0, 1) for a in exponents]
mol = gto.M(atom="Sn 0 0 0", basis={"Sn": shells}, charge=Z - 1, spin=1,
            verbose=0)
S3, V3, T3, W3 = [mol.intor(key) for key in (
    "int1e_ovlp_spinor", "int1e_nuc_spinor", "int1e_kin_spinor",
    "int1e_spnucsp_spinor")]
e3 = eigh(*rkb_pencil(S3, V3, T3, W3, c0), eigvals_only=True)[len(S3):]
radial = np.sort(np.concatenate([
    np.repeat(upper[k], 2 * abs(k)) for k in states]))
spinor_error = np.max(np.abs(e3[:10] - radial[:10]))
assert spinor_error < 1e-4
print(f"3D spinor vs radial, 10 lowest: max diff {spinor_error:.1e} hartree")

# Exact elimination of B gives an energy-dependent problem for A alone.
S, V, T, W, E0, first = store[-1]


def crossing(E):
    M_E = (1 + E / (2 * c0**2)) * T - W / (4 * c0**2)
    L_E = V + T @ np.linalg.solve(M_E, T)
    return eigh((L_E + L_E.T) / 2, S, eigvals_only=True)[0] - E


E_eliminated = brentq(crossing, -1.8 * c0**2, 0.0, xtol=1e-9)
assert abs(E_eliminated - upper[-1][0]) < 1e-4
print(f"1s1/2 from elimination of B: {E_eliminated:.5f} hartree")

# Nonrelativistic limit, order of the remainder and B -> A.
for kappa in (-1, 1):
    S, V, T, W, E0, first = store[kappa]
    v_min = eigh(V, S, eigvals_only=True)[0]
    remainders, mismatches = [], []
    print(f"{states[kappa][0]}: lowest eigenvalue of (V,S) {v_min:.4e} hartree")
    print("  c/c0; E-E_nr (hartree); rest after 1/c^2 (hartree); |B-A|/|A|")
    for factor in (1, 2, 4, 8):
        c = factor * c0
        e, vectors = eigh(*rkb_pencil(S, V, T, W, c))
        A, B = vectors[:N, N], vectors[N:, N]
        D = B - A
        mismatches.append(np.sqrt((D @ T @ D) / (A @ T @ A)))
        remainders.append(e[N] - E0 - first / factor**2)
        print(f"  {factor}; {e[N]-E0:.6f}; {remainders[-1]:.6f}; "
              f"{mismatches[-1]:.3e}")
    assert v_min > -2 * c**2 and e[N] >= v_min and e[N - 1] <= -2 * c**2
    rest_ratio = remainders[2] / remainders[3]
    mismatch_ratio = mismatches[2] / mismatches[3]
    assert 12 < rest_ratio < 20
    assert 3.5 < mismatch_ratio < 4.5
    print(f"  ratios from 4 to 8: rest {rest_ratio:.2f}, "
          f"|B-A|/|A| {mismatch_ratio:.3f}")

# One p1/2 Gaussian: balanced small function against a plain s Gaussian.
single = np.array([0.045 * Z**2])
S, V, T, W = [X[0, 0] for X in closed_blocks(1, single)]
c = 100 * c0
balanced = eigh(*definition_pencil(1, single, c), eigvals_only=True)
H_u, M_u = definition_pencil(1, single, c, balanced=False)
unbalanced = eigh(H_u, M_u, eigvals_only=True)
fraction = H_u[0, 1] ** 2 / (2 * c**2 * M_u[1, 1]) / T
assert abs(fraction - 3 / 5) < 1e-9
assert abs(balanced[1] - (V + T)) < 0.02
assert abs(unbalanced[1] - (V + 3 * T / 5)) < 0.02
assert unbalanced[1] < -Z**2 / 8 < balanced[1]
assert abs(balanced[0] / (-2 * c**2) - 1) < 1e-4
print(f"Single p1/2 Gaussian, exponent {single[0]:.1f} bohr^-2, c = 100 c0:")
print(f"  T = {T:.4f}, V = {V:.4f}, T+V = {T+V:.4f} hartree")
print(f"  balanced upper energy {balanced[1]:.4f} hartree")
print(f"  unbalanced upper energy {unbalanced[1]:.4f} hartree")
print(f"  kinetic fraction kept without balance: {fraction:.6f}")
print(f"  exact nonrelativistic 2p energy {-Z**2/8:.4f} hartree")
print(f"  balanced lower energy/(-2c^2) = {balanced[0]/(-2*c**2):.8f}")
print("tests ok")
```

Running it gives:

```
Nuclear charge Z = 50; functions per kappa = 15
Speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Exponents: 25.0 to 9.3132e+06 bohr^-2, ratio 2.5
1s1/2 (kappa=-1), energies in hartree:
  nonrel. matrix -1249.99786, exact -1250.00000
  1/c^2 term: matrix -41.59590, exact -41.60262
  RKB Dirac -1294.60928, exact Dirac -1294.62615
2p1/2 (kappa=1), energies in hartree:
  nonrel. matrix -312.49337, exact -312.50000
  1/c^2 term: matrix -13.00105, exact -13.00082
  RKB Dirac -326.48922, exact Dirac -326.49480
2p3/2 (kappa=-2), energies in hartree:
  nonrel. matrix -312.49337, exact -312.50000
  1/c^2 term: matrix -2.60039, exact -2.60016
  RKB Dirac -315.13795, exact Dirac -315.14435
Largest scaled block error vs quadrature: 1.4e-15
RKB 1s1/2 energy: -35.2281 keV
RKB 2p3/2-2p1/2 splitting: 11.35127 hartree
3D spinor vs radial, 10 lowest: max diff 1.5e-10 hartree
1s1/2 from elimination of B: -1294.60928 hartree
1s1/2: lowest eigenvalue of (V,S) -2.9088e+05 hartree
  c/c0; E-E_nr (hartree); rest after 1/c^2 (hartree); |B-A|/|A|
  1; -44.611421; -3.015520; 8.036e-02
  2; -10.575381; -0.176405; 1.879e-02
  4; -2.610597; -0.010853; 4.622e-03
  8; -0.650612; -0.000676; 1.151e-03
  ratios from 4 to 8: rest 16.06, |B-A|/|A| 4.016
2p1/2: lowest eigenvalue of (V,S) -1.8155e+05 hartree
  c/c0; E-E_nr (hartree); rest after 1/c^2 (hartree); |B-A|/|A|
  1; -13.995848; -0.994801; 6.965e-02
  2; -3.308340; -0.058078; 1.621e-02
  4; -0.816137; -0.003572; 3.985e-03
  8; -0.203364; -0.000222; 9.921e-04
  ratios from 4 to 8: rest 16.06, |B-A|/|A| 4.017
Single p1/2 Gaussian, exponent 112.5 bohr^-2, c = 100 c0:
  T = 281.2500, V = -564.1896, T+V = -282.9396 hartree
  balanced upper energy -282.9402 hartree
  unbalanced upper energy -395.4398 hartree
  kinetic fraction kept without balance: 0.600000
  exact nonrelativistic 2p energy -312.5000 hartree
  balanced lower energy/(-2c^2) = 1.00000375
tests ok
```
